Lanyon-Tuft screening energy in silicon at 10¹⁸ carriers per cubic centimetre

**Problem**

An n-type silicon crystal at 300 K contains n = 10¹⁸ mobile electrons per cm³. A single hole, the minority carrier, is added. Its electric field attracts electrons, and the cloud they form screens the field at large distances. In the Lanyon-Tuft picture of band-gap narrowing, the electrostatic field energy removed by this screening is subtracted from the energy needed to create the carrier.

(a) Find this energy, ΔE, as a formula and in meV.

(b) How does it change with density and temperature?

(c) The equilibrium product of electron and hole densities, pn, grows when the gap narrows. Is exp(ΔE/kT) the right factor of growth?

Take the relative permittivity as 11.7. Treat the hole as a fixed point charge +q, the electrons as a classical, non-degenerate gas, and the donor charge as a uniform background. The given n is the density of free electrons; the donor density is larger if some donors are not ionized. Here q is the positive elementary charge, ε the permittivity of silicon, and a positive ΔE means a lowering of energy.

**A tempting solution**

First find the potential φ(r) around the hole. An electron has potential energy −qφ, so the Boltzmann law gives the electron density n exp(qφ/kT). If qφ is small compared with kT, the excess density is

δn = n [exp(qφ/kT) − 1] ≈ n qφ/kT.

The donors cancel the charge of the undisturbed electrons, which leaves the charge density −q δn. Away from the hole, Poisson's equation then reads

∇²φ = q δn/ε = φ/λ², with λ² = ε kT/(q² n).

The length λ is the Debye length. For a spherical potential, ∇²φ = (1/r) d²(rφ)/dr², so rφ obeys u″ = u/λ². Its solutions are exp(−r/λ) and exp(+r/λ). The growing one is excluded because φ must vanish far away. Close to the hole the potential must be that of the bare charge, which fixes the constant:

φ(r) = q exp(−r/λ)/(4π ε r).

The cloud alone produces the difference between this and the bare potential. At the position of the hole,

φ_cloud(0) = lim(r→0) q [exp(−r/λ) − 1]/(4π ε r) = −q/(4π ε λ).

The hole has charge +q, so its energy is lowered by

A = q²/(4π ε λ).

This comes to 30.1 meV, and the tempting answer is ΔE = A.

**Where the fault lies**

The potential and the value of A are correct within the linear theory. The fault is in the last step. The product of the hole's charge and the cloud's potential is the attraction between hole and cloud, and nothing else. The cloud is itself a charge distribution, and its parts repel one another. That repulsion is stored in the field too, so the field energy falls by less than A.

The size of the omission follows from the shape of the cloud. The number of excess electrons between r and r + dr is P(r) dr, with

P(r) = 4π r² n qφ/kT = r exp(−r/λ) · n q²/(ε kT) = r exp(−r/λ)/λ².

Since ∫ r exp(−r/λ) dr = λ² from zero to infinity, the cloud holds one electron charge on average, as complete screening requires.

At radius r the cloud's potential is −q[1 − exp(−r/λ)]/(4π ε r). The cloud's charge is also negative, so the product is positive. With a factor 1/2, because each pair of charge elements must be counted once, the self-repulsion is

U_rep = (1/2) · q²/(4π ε) · ∫ [1 − exp(−r/λ)]/r · P(r) dr
= q²/(8π ε λ²) · ∫ [exp(−r/λ) − exp(−2r/λ)] dr
= q²/(8π ε λ²) · (λ − λ/2)
= A/4.

The electrostatic energy therefore changes by −A + A/4 = −3A/4.

**Part (a): the field energy**

The same result follows directly from the definition, without dividing the charge into parts. With x = r/λ, the bare and screened fields are

E₀ = q/(4π ε r²),

E_s = −dφ/dr = q/(4π ε) · exp(−r/λ) · [1/r² + 1/(λr)] = E₀ (1 + x) exp(−x).

The field energy density is εE²/2. Each field taken alone has infinite energy, because a point charge has an infinite self-energy. The divergence is the same in both, so the energy densities must be subtracted before integrating:

ΔE = ∫ (ε/2)(E₀² − E_s²) 4π r² dr
= q²/(8π ε) · ∫ [1 − (1 + x)² exp(−2x)]/r² dr.

The prefactor is (ε/2) · 4π · q²/(4π ε)². Since dr/r² = dx/(λx²),

ΔE = (A/2) J, J = ∫ [1 − g(x)]/x² dx, g(x) = (1 + x)² exp(−2x),

with x running from zero to infinity. Near x = 0, (1 + x) exp(−x) ≈ 1 − x²/2, so g ≈ 1 − x² and the integrand tends to 1. The integral is finite.

Integrate by parts, using −1/x as the integral of 1/x²:

J = { −[1 − g(x)]/x } from 0 to ∞ − ∫ g′(x)/x dx.

The boundary term behaves as −x near zero and as −1/x at infinity, so it vanishes at both ends. The derivative is

g′ = 2(1 + x) exp(−2x) − 2(1 + x)² exp(−2x) = −2x(1 + x) exp(−2x).

The factor x cancels:

J = ∫ 2(1 + x) exp(−2x) dx = 2(1/2 + 1/4) = 3/2.

Hence

ΔE = 3A/4 = 3q²/(16π ε λ), λ = √(ε kT/(q² n)).

This is the Lanyon-Tuft formula.

For the numbers it is convenient to define C = q²/(4π ε). With ε = 1.0359 × 10⁻¹⁰ F/m, C = 0.1231 eV nm. The thermal energy is kT = 0.02585 eV, and 10¹⁸ cm⁻³ is 10⁻³ nm⁻³. Replacing q²/ε by 4πC in the Debye length gives

λ² = kT/(4π n C) = 0.02585/(4π × 10⁻³ × 0.1231) nm² ≈ 16.7 nm²,

λ = 4.09 nm,

A = C/λ = 0.1231/4.088 eV ≈ 30.1 meV,

ΔE = (3/4) × 30.1 meV = 22.6 meV, or 3.62 × 10⁻²¹ J.

Direct numerical integration of the difference in field energy also gives 22.58 meV. The third digit has little physical weight: a relative permittivity of 11.9 instead of 11.7 lowers the result to 22.0 meV. Written as ΔE = K √(n/10¹⁸ cm⁻³) at 300 K, the formula has K = 22.6 or 22.0 meV for these two permittivities, and a coefficient K = 22.5 meV lies between them.

**Part (b): density and temperature**

The energy is proportional to 1/(ελ), and λ is proportional to √(εT/n). Therefore

ΔE ∝ n^(1/2) T^(−1/2) ε^(−3/2).

At 300 K the formula gives 7.1 meV for 10¹⁷ cm⁻³ and 71 meV for 10¹⁹ cm⁻³. As n tends to zero the Debye length grows without limit, the field is no longer screened and the narrowing disappears. At 400 K, with the electron density held at 10¹⁸ cm⁻³ and the permittivity unchanged, the result is 19.6 meV: hotter electrons are harder to gather into a cloud.

The square root of n cannot continue to arbitrarily high density. In general, linear screening depends on how readily the electron density responds to a shift of the chemical potential μ, and λ² = ε/(q² dn/dμ). For a Boltzmann gas dn/dμ = n/kT, which returns the Debye length. In a strongly degenerate gas with a parabolic band, n ∝ μ^(3/2), so dn/dμ ∝ μ^(1/2) ∝ n^(1/3). Then 1/λ, and with it 3A/4, grows only as n^(1/6) and no longer depends on temperature to leading order.

Silicon at 10¹⁸ cm⁻³ is far from that limit. Its effective density of states in the conduction band is about 2.8 × 10¹⁹ cm⁻³, so n is 3.5 % of it. Fermi-Dirac statistics lower ΔE by 0.6 % relative to the Boltzmann value. At 10¹⁹ cm⁻³ the reduction is about 6 %.

**Part (c): the pn product**

The factor exp(ΔE/kT) would be 2.39. It is not the right factor, for two reasons.

The first is that equilibrium densities are governed by free energy. Gathering electrons into a cloud lowers their entropy, and this has a cost. The free energy density of a classical ideal gas is f(n) = kT n [ln(n/n_Q) − 1], where n_Q depends on temperature alone. Expanded to second order,

f(n + δn) = f(n) + kT ln(n/n_Q) δn + kT (δn)²/(2n).

The term linear in δn integrates to zero, because the electron gathered near the hole was taken from the rest of a large crystal. The average kinetic energy of a classical electron depends on temperature alone, so the quadratic term is purely an entropy cost. With δn/n = C exp(−r/λ)/(r kT),

cost = ∫ kT (δn)²/(2n) · 4π r² dr
= [4π n C²/(2kT)] · ∫ exp(−2r/λ) dr
= π n C² λ/kT.

Since 4π n C = kT/λ², this equals C/(4λ) = A/4, or 7.5 meV. The hole's free energy is therefore lowered by

3A/4 − A/4 = A/2 = 15.05 meV.

This is two thirds of the Lanyon-Tuft energy. The Gibbs-Helmholtz relation confirms that the two belong together. If G = A/2 is the lowering of free energy, the lowering of energy is G − T dG/dT at fixed n and ε. Because G ∝ T^(−1/2), −T dG/dT = G/2, and the sum is 3G/2 = 3A/4.

The second reason is that a hole is created together with an electron, and the electron also interacts with its surroundings. Each electron repels the others and so has a region of reduced electron density around it. In linear theory with smeared donors, this region lowers the electron's potential energy by A. Each pair is shared by two electrons, so the interaction energy per volume is −nA/2.

To obtain the free energy, multiply every charge by a factor s and raise s from 0 to 1. The interaction contains s² explicitly, and 1/λ is proportional to s, so the energy at stage s is U(s) = −s³ nA/2. The work done in a small step is dF = (2U/s) ds, because the derivative of s² is 2s²/s. Thus

F = −nA ∫ s² ds = −nA/3.

A is proportional to n^(1/2), so F is proportional to n^(3/2), and the chemical potential of an electron shifts by

dF/dn = (3/2)(−A/3) = −A/2.

Let δ_e and δ_h be the lowerings of free energy for the electron and the hole. In equilibrium, creating a pair costs no free energy:

E_g − δ_e − δ_h + kT ln(n/N_c) + kT ln(p/N_v) = 0,

where E_g is the gap without these interactions and N_c, N_v are the effective densities of states. Solving for the product,

pn = N_c N_v exp[−(E_g − δ_e − δ_h)/kT].

The gap is effectively reduced by δ_e + δ_h. The hole alone would raise pn by exp(15.05/25.85) = 1.79. With the electron included, the reduction is A/2 + A/2 = A = 30.1 meV and the factor is 3.20.

This equals the number in the tempting solution, but it is a different quantity. There, A was the attraction between one hole and its cloud, offered as a field energy. Here it is the sum of two free energies, each A/2. The field energy asked for in part (a) remains 3A/4.

**How far the model can be trusted**

The derivation assumed qφ ≪ kT and a smooth cloud. Neither is well satisfied here, since A/kT = 1.16. The hole's potential lowers an electron's energy by kT at r = 2.55 nm, and 13 % of the linear cloud lies closer than that. Even at r = λ, where the linear formula gives a density increase of 43 %, the full Boltzmann factor in the same potential gives 53 %. The mean number of electrons in a sphere of radius λ, at the undisturbed density, is 0.29. The cloud is thus a statistical average and not a crowd of electrons around each hole.

Retaining the full Boltzmann factor would not cure this. Near a point charge it behaves as exp[C/(r kT)], which rises so steeply that its integral diverges. A classical electron could fall into the hole; a real one is spread out as a wave.

The effect of this spreading can be estimated within linear theory. Resolve the potential into waves of wave vector k. For a thermal gas of quantum particles of mass m, the static density response is the classical one multiplied by

g_k = D(y)/y, y = ħk/√(8mkT),

where D is Dawson's function, D(y) = exp(−y²) ∫ exp(u²) du with u from 0 to y. This form was compared with the direct sum over momentum states at y = 0.3, 1 and 2.5, and agreed within 10⁻⁷. The factor tends to 1 for long waves and falls for short ones.

With t = kλ, each component of the bare field is reduced by t²/(t² + g_k). The bare field energy is spread evenly over k, with C/π per unit of k, so

ΔE = (A/π) ∫ { 1 − [t²/(t² + g_k)]² } dt.

For g_k = 1 the integral is 3π/4, which returns 3A/4. For silicon, take rough masses of 0.98 and 0.19 electron masses along and across a conduction valley, and replace them by the geometric mean (0.98 × 0.19²)^(1/3) = 0.328. Then y = 0.26 at k = 1/λ, and the field energy falls from 22.6 to 17.5 meV, a reduction of 22 % relative to the classical value. The hole's free-energy shift falls from 15.05 to 12.4 meV. Keeping the two masses by direction, instead of their mean, gives 17.2 and 12.2 meV. Although y is small at k = 1/λ, the integral also draws on shorter waves, for which the response is weaker. These reductions hold only for a weak charge. For the full charge +q the attraction is not weak. Solving the Schrödinger and Poisson equations self-consistently in mean field, with the same mean mass and Boltzmann occupation, gives a weakly bound level about 7 meV deep, a field energy of about 29 meV and a free-energy shift of about 16 meV. The nonlinear attraction thus more than undoes the linear reduction. Mean field is itself rough when only 0.29 electrons lie in a Debye sphere.

The electron's own shift in part (c) is also a linear result. Linear theory gives a negative electron density closer than 2.55 nm to each electron, which is impossible, and so it overstates the shift. A nonlinear calculation for classical electrons on a uniform background (the hypernetted-chain approximation) gives about 11.5 meV instead of 15.05 meV. With the hole's shift left at A/2, the factor for pn then falls from 3.20 to about 2.8.

The donors are not a uniform background either. If they are placed at random and each is screened linearly, the potential energy of a carrier varies from place to place. Independent contributions add in variance:

σ² = n ∫ [C exp(−r/λ)/r]² 4π r² dr = 2π n C² λ = A kT/2.

The last step again uses 4π n C = kT/λ². This gives σ = 19.7 meV, nearly as large as ΔE. An electrostatic potential that varies slowly moves both band edges together, which is not a narrowing of the local gap. Even then, electrons and holes gather in different places, so the product of their space-averaged densities exceeds the local product pn. The factors in part (c) leave this out. Here the potential varies over about λ = 4.1 nm, which is shorter than an electron's thermal wavelength (about 7.5 nm for the mean mass used above), so local band edges are only a rough picture. The spread blurs the band edges, and measurements that respond to the blurred edges need not give the same narrowing as the pn product.

**Beside a real device**

A density of 10¹⁸ cm⁻³ is a rough typical value for the base of a silicon bipolar transistor. The n-type base of a pnp transistor corresponds to this problem, with holes as minority carriers. For a given electron density and bias, the injected hole density is proportional to the equilibrium pn product. A narrowing therefore raises the hole current through the base by the same factor, if the mobility and the base width are held fixed. The linear classical model gives 1.79 or 3.20, depending on whether the electron's shift is included, while direct use of the Lanyon-Tuft energy gives 2.39. This spread is a fair warning against using the formula as a precise design value. The corrections to the field energy itself pull in opposite directions. The electron's wave nature lowers it by about 5 meV in linear theory, while the mean-field estimate that also keeps the strong short-range attraction lies about 6 meV above the classical value. Motion of the hole and exchange between electrons are left out, and their effects have not been estimated. The 22.6 meV is the value of a simple electrostatic model, not a measured change of the silicon gap. The numerical output gives the remaining digits.

Table of computed values

```
carrier density: 1.0e+18 cm^-3
temperature: 300 K
relative permittivity: 11.7
permittivity: 1.0359e-10 F/m
thermal energy kT: 25.85 meV
Coulomb constant C: 0.1231 eV nm
Debye length: 4.088 nm
A = C/lam: 30.10 meV
Lanyon-Tuft energy, formula: 22.58 meV
Lanyon-Tuft energy, quadrature: 22.58 meV
Lanyon-Tuft energy in joule: 3.617e-21 J
hole-cloud attraction: -30.10 meV
cloud self-repulsion: 7.53 meV
entropy cost: 7.53 meV
free-energy lowering of hole: 15.05 meV
energy from Gibbs-Helmholtz: 22.58 meV
formula with permittivity 11.9: 22.01 meV
formula at 1e17 cm^-3: 7.14 meV
formula at 1e19 cm^-3: 71.40 meV
formula at 1e18 cm^-3, 400 K: 19.55 meV
pn factor using Lanyon-Tuft energy: 2.39
pn factor using hole free energy: 1.79
pn factor using pair free energy: 3.20
ratio A/kT: 1.164
radius where potential energy is kT: 2.55 nm
cloud fraction inside that radius: 0.130
relative density rise at lam, linear: 0.428
relative density rise at lam, Boltzmann: 0.535
mean electrons in Debye sphere: 0.286
longitudinal mass: 0.98 m_e
transverse mass: 0.19 m_e
mean mass per valley: 0.328 m_e
effective density of states: 2.83e+19 cm^-3
n/Nc: 0.0353
degeneracy factor on energy, 1e18: 0.9938
degeneracy factor on energy, 1e19: 0.9434
wave parameter y at k = 1/lam: 0.259
field energy with electron waves: 17.50 meV
hole free energy with electron waves: 12.37 meV
majority-electron free-energy shift: 15.05 meV
pair free-energy shift: 30.10 meV
rms random-donor potential energy: 19.73 meV
```
